# Why a Small Charge Residual Does Not Guarantee an Accurate Current

## The argument under review

The argument, constructed for this discussion, concerns a simulated hole barrier: a lightly doped n-type layer between two p⁺ contact layers. The authors solve Poisson's equation together with hole continuity and stop when the largest charge residual, divided by the largest doping density in the device, is below $10^{-5}$. They then reason as follows: "The equations are satisfied to five digits. The current is a smooth function of the potential. The current is therefore accurate to about five digits."

The first sentence holds on the scale of the largest doping density, and the second can be accepted. The third needs a number that the argument never supplies: the factor by which a relative charge residual is multiplied on its way to a relative current error. This comment derives that factor and evaluates it for a barrier of the kind described.

## What is solved, and what the residual is

Let $\psi(x)$ be the electrostatic potential, set to zero in the neutral contacts, and $V_t=kT/q$. With Boltzmann statistics the equilibrium hole density is

$$p=p_0e^{-\psi/V_t},$$

where $p_0$ is its value in the neutral contacts. The layer, of thickness $L$, holds fully ionised donors of density $N_D$. The contact layers hold acceptors of density $N_A$, partly ionised. For an acceptor level $E_A$ above the valence band with degeneracy 4, the ionised density is

$$N_A^-=\frac{N_A}{1+p/p_1},\qquad p_1=\frac{N_V}{4}e^{-E_A/kT},$$

with $N_V$ the valence-band density of states. Neutrality fixes $p_0$ through $p_0=N_A/(1+p_0/p_1)$.

Write $c(\psi,x)=p-N_A^-+N_D$ for the charge density divided by $q$, each dopant counted where it is present. Poisson's equation is $(\varepsilon/q)\psi''+c=0$. A trial potential $\tilde\psi$ leaves the residual

$$r=\frac{\varepsilon}{q}\tilde\psi''+c(\tilde\psi,x),$$

which is a number density. The authors' measure is $\eta=\max|r|/N_A$.

The charge falls as the potential rises. Since $dp/d\psi=-p/V_t$ and $dN_A^-/dp=-(N_A/p_1)/(1+p/p_1)^2$,

$$g\equiv-\frac{\partial c}{\partial\psi}=\frac{p}{V_t}\left[1+\frac{N_A/p_1}{(1+p/p_1)^2}\right]>0,$$

where the second term in the bracket is present in the contacts and absent in the layer. This sign is used repeatedly below.

## From the potential to the current

Let $\varphi_p$ be the hole quasi-Fermi potential. In drift and diffusion the hole current density is $J=-q\mu p\,d\varphi_p/dx$, and without recombination $J$ does not depend on $x$. Divide by $q\mu p$ and integrate from the contact at bias $V$ to the one at zero:

$$J\int\frac{dx}{q\mu p}=V.$$

To first order in $V$, the density under the integral may be taken at equilibrium. With constant mobility $\mu$, $J=GV$ with

$$G=\frac{q\mu}{\int dx/p}=\frac{q\mu p_0}{\int e^{\psi/V_t}dx}.$$

Now compare the trial potential $\tilde\psi=\psi+\delta$ with the true one. Introduce the weight $w=(1/p)/\int dx/p$, which is positive and integrates to one. Then

$$\frac{\tilde G}{G}=\frac{\int e^{\psi/V_t}dx}{\int e^{(\psi+\delta)/V_t}dx}=\frac{1}{\int w\,e^{\delta/V_t}dx}.$$

To first order in $\delta$ this gives

$$\delta\ln G=-\frac1{V_t}\int w\,\delta\,dx.$$

The weight is concentrated where holes are scarcest, at the barrier top. The current thus responds to the potential error there, measured in units of $V_t$. The residual has not yet entered.

## From the residual to the potential

Subtract Poisson's equation for $\psi$ from the equation that defines $r$, and keep first order in $\delta$:

$$\frac{\varepsilon}{q}\delta''-g\,\delta=r,\qquad\text{or}\qquad A\delta=-r,\quad A=-\frac{\varepsilon}{q}\frac{d^2}{dx^2}+g.$$

The error is the residual acted on by $A^{-1}$. The third sentence of the argument passes over this inverse.

To see its effect on the current, let $\lambda$ solve $A\lambda=w/V_t$ with $\lambda=0$ at both ends. Since $\delta$ also vanishes there, two integrations by parts move $A$ from $\lambda$ to $\delta$ without boundary terms:

$$\delta\ln G=-\int(A\lambda)\,\delta\,dx=-\int\lambda\,(A\delta)\,dx=\int\lambda\,r\,dx.$$

The function $\lambda$ is nowhere negative. At a negative interior minimum one would have $\lambda''\ge0$ and $g\lambda<0$, so $A\lambda<0$, whereas $w/V_t>0$. Hence

$$|\delta\ln G|\le K\eta,\qquad K=N_A\int\lambda\,dx.$$

A uniform residual attains this first-order bound, so $K$ is the condition number of the current for the authors' measure.

## Where the argument is right, and where it fails

Take first a long, uniform p-type resistor with fully ionised acceptors. Then $p=N_A$, $g=N_A/V_t$ and $w=1/L$. Away from the ends $\lambda$ is constant, so $g\lambda=w/V_t$ gives $\lambda=1/(LN_A)$ and $K\approx1$. A residual of $10^{-5}$ then means a current error of at most about $10^{-5}$. The mobile holes screen the spurious charge on the spot. For this device the authors' reasoning holds.

In a depleted barrier there are almost no mobile holes to do so. Neglect them, and set the potential to zero at the edges of the layer. Poisson's equation becomes $\psi''=-qN_D/\varepsilon$, and with $x$ measured from one edge

$$\psi=\frac{qN_D}{2\varepsilon}x(L-x)=\varphi_B-\frac{qN_D}{2\varepsilon}\left(x-\frac L2\right)^2,\qquad\varphi_B=\frac{qN_DL^2}{8\varepsilon}.$$

For $\varphi_B\gg V_t$ the integrand $e^{\psi/V_t}$ is a Gaussian that has died out at the edges:

$$\int e^{\psi/V_t}dx\approx e^{\varphi_B/V_t}\sqrt{2\pi}\,\ell,\qquad \ell=\sqrt{\frac{\varepsilon V_t}{qN_D}}.$$

Since $\varphi_B\propto N_D$ and $\ell\propto N_D^{-1/2}$, $\ln G=\text{const}-\varphi_B/V_t+\tfrac12\ln N_D$, and therefore

$$S\equiv-\frac{d\ln G}{d\ln N_D}\approx\frac{\varphi_B}{V_t}-\frac12.$$

This slope is connected with $\lambda$. Raise the donor density by a small fraction $s$ but keep the old potential. In the new problem that potential has the residual $sN_D$ throughout the layer, so its $\ln G$ exceeds the true new value by $sN_D\int_{\rm layer}\lambda\,dx$. By definition the same excess is $sS$. Thus $S=N_D\int_{\rm layer}\lambda\,dx$. If the contacts contribute little to the integral,

$$K\approx\frac{N_A}{N_D}\left(\frac{\varphi_B}{V_t}-\frac12\right).$$

Two separate things make $K$ large. The factor $N_A/N_D$ arises because the residual is compared with a charge that is absent from the barrier. The factor $\varphi_B/V_t-\tfrac12$ arises because the current depends exponentially on the barrier height. Scaling the residual by the local doping would remove the first factor from the layer's contribution and leave the second. The contacts would then be allowed a much larger residual than the layer, and their contribution could no longer be neglected.

The leading part of $K$ can also be written $qN_AL^2/(8\varepsilon V_t)$, from which $N_D$ has dropped out. A given spurious charge density, spread over an unscreened layer, shifts the potential in proportion to $L^2$, whatever the donors do.

## A barrier that passes the test

Consider diamond at 500 K, where $V_t=0.04309$ V, with relative permittivity 5.7. The contacts, each 200 nm thick, contain $10^{19}$ cm⁻³ boron with a level at 0.37 eV. The layer is 1600 nm thick and contains $10^{15}$ cm⁻³ phosphorus donors. With $N_V=3.86\times10^{19}$ cm⁻³ the contacts have $p_0=1.33\times10^{17}$ cm⁻³, so about 1.3 % of the boron is ionised.

The depletion formula gives

$$\varphi_B=\frac{(1.602\times10^{-19})(10^{21})(1.6\times10^{-6})^2}{8(5.7)(8.854\times10^{-12})}\ \text{V}=1.016\ \text{V}=23.58\,V_t,$$

and hence $K\approx10^4\times23.08=2.31\times10^5$. The full model, with mobile holes and contact charge, gives $K=2.22\times10^5$.

The estimate of $S$ is too large by 0.93 here, and by 0.39 for a layer 1.5 times as thick with all else fixed. For the bare parabola the slope obtained by quadrature agrees with $\varphi_B/V_t-\tfrac12$ to within 0.01. The differences therefore come from what the parabola omits: holes inside the layer and the potential drop in the contacts. The same omissions explain why the computed barrier top, 1.083 V, lies above $\varphi_B$.

Now suppose the donor density is raised by 5 % in a parameter sweep, and the converged solution for the old density is offered as the first guess. Its residual in the new problem is the added donor density,

$$r=0.05\times10^{15}\ \text{cm}^{-3}=5\times10^{13}\ \text{cm}^{-3}$$

in the layer, and zero in the contacts. The scaled residual is

$$\eta=\frac{5\times10^{13}}{10^{19}}=5\times10^{-6}<10^{-5}.$$

Hole continuity is still satisfied, because the donor density does not appear in it. A solver with the authors' criterion accepts the guess without a single iteration and returns the old current. On a 1 nm grid, which leaves both values about 0.1 % high without affecting their ratio, the conductances per area are

$$G_{\rm returned}=5.34\times10^{-6}\ \text{S/cm}^2,\qquad G_{\rm true}=1.76\times10^{-6}\ \text{S/cm}^2.$$

The returned current is 3.04 times the true one, an error of about 204 % relative to the true value. First-order theory predicts $\ln(G_{\rm returned}/G_{\rm true})=K\eta=1.11$, and the computed logarithm is also 1.11.

Measured against the contact hole density, the residual is still only $3.75\times10^{-4}$. Measured against the donors that form the barrier, it is 5 %. On that last scale the state no longer looks converged, yet even there the relative current error is some forty times the residual.

The error is not an artefact of the small-bias formula, although its size shrinks once the bias lowers the barrier appreciably. At 1 mV a self-consistent solution of Poisson's equation and hole continuity gives $5.337\times10^{-9}$ A/cm² for the old donor density, in agreement with $GV$ on the same grid. At 0.2 V, solved separately for each donor density, the currents are $2.18\times10^{-6}$ and $7.20\times10^{-7}$ A/cm², a ratio of 3.03.

## The range of currents that the test admits

The example uses half of the permitted residual. The full range can be found without linearising. Let $\psi_1$ and $\psi_2$ have residuals $r_1\le r_2$, and let $d=\psi_2-\psi_1$, which vanishes at the ends. Subtraction gives

$$\frac{\varepsilon}{q}d''+c(\psi_2,x)-c(\psi_1,x)=r_2-r_1\ge0.$$

At a positive maximum of $d$ the first term would not be positive. The difference of charges would be negative, since $c$ falls with $\psi$. The left side would then be negative, a contradiction. So $d\le0$ everywhere: the larger residual goes with the lower potential, more holes and a larger conductance.

Among all trial states with $|r|\le R$, the uniform residuals $r=+R$ and $r=-R$ therefore give the highest and lowest conductance. For $R=10^{-5}N_A=10^{14}$ cm⁻³ and the original donor density, these are 9.0 and 0.108 times the true value. A state that passes the test may have a current anywhere between these limits, which span a factor of more than 80.

This does not mean that every accepted state is poor. Put a residual of $5\times10^{13}$ cm⁻³ in the contact layers and none in the barrier. The maximum norm is the same as in the sweep, but the current error is only about 0.007 %. In a neutral contact the bracket in $g$ is close to 2, so the potential shifts by about $V_tr/(2p_0)\approx2\times10^{-4}V_t$. Inside the layer, where $A\delta=0$, the shift cannot exceed its size at the edges. The norm records how large the residual is, but not where it sits.

## What would support the claimed accuracy

**A tolerance derived from the current.** For a small allowed relative error $\tau$, require $\eta\le\tau/K$. For 1 % in this barrier,

$$\eta\le\frac{0.01}{2.215\times10^5}=4.5\times10^{-8},$$

about 220 times stricter than the authors' value. The residual is a valid control once this factor is known. The number belongs to this barrier at this temperature and must be found anew when $L$, $T$ or the scaling density changes.

**The weighted residual.** Evaluating $\int\lambda r\,dx$ costs one linear solve with the symmetric operator $A$. It estimates the signed error of $\ln G$, where the bound gives only a worst case. With $\lambda$ computed at the accepted guess, it gives 1.108, against the actual 1.111.

**The Newton update.** Because $w$ is positive and integrates to one, the expression for $\tilde G/G$ above implies, without linearising,

$$\left|\ln\frac{\tilde G}{G}\right|\le\frac{\max|\delta|}{V_t}.$$

The true $\delta$ is unknown, but the full Newton update $A^{-1}r$ estimates $-\delta$. At the accepted guess its largest value is 48.8 mV, or $1.13\,V_t$. The bound then allows an error by a factor of about three, so the current cannot be taken as settled. The update must be undamped and its linear system well solved; a damped update can be small while the error is large.

Applying this one update reduces the current error from 204 % to 0.25 %. The reason is that the charge in the depleted layer hardly depends on the potential, so the problem there is nearly linear. The fault lay in stopping, not in the difficulty of the next step.

None of these measures controls the grid error. Here, doubling the spacing from 1 to 2 nm changes $\ln G$ by 0.003, so a 1 % target for the algebraic error is reasonable.

## How far the model stands from a real diamond device

The material values are rough typical ones. An acceptor degeneracy of 6, often used for boron in diamond because the spin–orbit splitting is small, lowers $G$ by about 11 % and moves the ratio of returned to true current from 3.04 to 3.05. The donor density is low for deliberately phosphorus-doped diamond, and the mobility, 600 cm²/Vs, cancels from every current ratio quoted except the two that include the emission limit below. At $10^{19}$ cm⁻³ the effective boron level may be shallower than 0.37 eV; with 0.30 eV the ratio of returned to true current is 2.98 instead of 3.04. The assumption most exposed in a real layer is that its fixed charge is known. Compensating boron or charged traps that change the net donor density by 1 % change the current by a factor of about $e^{0.22}\approx1.25$, upwards if the net density falls and downwards if it rises. The computed current is therefore no forecast for a particular device, and the errors above are relative to the model's own solution.

Other omissions matter less for the comparison:

- The finite rate of thermal emission over the barrier lowers the current. Adding an emission resistance in series with the diffusive one gives a factor 0.81 and a ratio of 3.05. This is a rough estimate, which overstates the reduction for a rounded barrier top like this one.
- Random donor positions spread the potential at mid-layer. For independent donors between grounded planes the variance is $(q/\varepsilon)^2N_DL/(16\pi)$, a formula that a sum over image charges confirms within 2 %. The spread is 18 mV. If it is Gaussian and is taken to act along the whole barrier top, the mean current rises by a factor $e^{\sigma^2/2V_t^2}=1.09$. This is an upper estimate, because the random potential also varies along the current path. The exponent is proportional to $N_D$, so a 5 % donor step changes this factor by only about 0.4 %.
- Tunnelling near the barrier top adds only of order $10^{-5}$ to the current in relative terms, the exact figure depending on the hole mass, and degeneracy in the contacts is a correction of order $10^{-3}$.
- The peak field, about 0.05 MV/cm, is about 0.5 % of a rough breakdown field of 10 MV/cm.
- At the barrier top the Fermi level is 1.33 eV above the valence band, far below the donor level, so neutral donors and electrons are negligible.

Temperature matters more. At 300 K, with the same geometry and dopant densities and the boron ionisation recomputed, the same 5 % step gives a ratio of 7.5. The depletion estimate gives $\varphi_B/V_t-\tfrac12=38.8$ and a ratio $e^{0.05\times38.8}\approx7.0$. Here the estimate is too low, whereas at 500 K it was too high, so the correction from contacts and mobile holes has no fixed sign.

## Assessment

The stated residual is evidence that the charge balance is good on the scale of the contact doping. It is not evidence for five-digit currents, and for a barrier like the one above it does not secure even the order of magnitude. The authors should report $K$, the weighted residual, or the last undamped Newton update in units of $V_t$ for their own structure. If $K\eta$ proves small, their small-bias currents may stand as solutions of the discretised model; at larger bias the factor must be evaluated for the biased state. The numerical output gives the remaining values for the example.

## Calculated quantities

```
temperature = 500 K, thermal voltage = 0.04309 V
relative permittivity = 5.7
hole mass = 0.80 m_e, mobility = 600 cm2/Vs
boron level = 0.37 eV, phosphorus level = 0.57 eV
band gap = 5.47 eV
acceptors in contacts = 1.00e+19 cm^-3
donors in barrier = 1.00e+15 cm^-3
barrier layer = 1600 nm
each contact layer = 200 nm, grid = 1 nm
valence-band density of states = 3.863e+19 cm^-3
contact hole density p0 = 1.333e+17 cm^-3
depletion barrier phi_B = 1.0159 V = 23.58 Vt
computed barrier top = 1.0829 V
hole density at top = 1.621e+06 cm^-3
change of ln G on 2 nm grid = 2.9e-03
conductance, old donors = 5.3366e-06 S/cm2
conductance, new donors = 1.7576e-06 S/cm2
1 mV current, G*V = 5.3366e-09 A/cm2
1 mV current, biased solution = 5.3367e-09 A/cm2
donor step = 5 %, solver tolerance = 1e-05
residual density = 5.000e+13 cm^-3
residual / acceptor density = 5.00e-06
residual / contact holes = 3.75e-04
returned / true current = 3.036
relative current error = 203.6 %
condition number K = 2.215e+05
depletion estimate of K = 2.308e+05
-dlnG/dlnND: computed 22.15, estimate 23.08
gap of estimate: 0.93; layer x1.5: 0.39
highest current within tolerance = 9.037 x true
lowest current within tolerance = 0.1078 x true
error, residual in contacts only = 0.0065 %
ln(returned/true): adjoint 1.1075, actual 1.1107
largest first Newton update = 48.80 mV = 1.133 Vt
error after one Newton step = 0.251 %
scaled residual for 1 % current error = 4.51e-08
0.2 V current, old donors = 2.179e-06 A/cm2
0.2 V current, new donors = 7.200e-07 A/cm2
returned / true at 0.2 V = 3.026
returned / true at 300 K = 7.517
returned / true, boron level 0.30 eV = 2.981
emission limit: current x 0.814
returned / true with emission limit = 3.050
tunnelling correction at top = 6.8e-06
degeneracy correction in contacts = 1.2e-03
peak field = 0.0464 MV/cm
peak field / rough breakdown field = 4.6e-03
Fermi level above valence band at top = 1.327 eV
neutral donor fraction at top = 1.9e-36
electrons / holes at top = 4.2e-29
random-donor potential spread = 17.9 mV
random-donor mean current factor = 1.090
```
